# Muonium hyperfine interval: Fermi frequency, both anomalies and the Breit factor

## Question

I am trying to build the ground-state hyperfine interval of muonium, an electron bound to a positive muon, and compare it with 4463.3 MHz. My recipe is the Fermi frequency with the cube of the reduced mass, times the electron anomaly, times the Breit correction:

$$
\Delta\nu \stackrel{?}{=} \frac{8}{3}\,\alpha^4\,\frac{m_ec^2}{h}\,\frac{x}{(1+x)^3}\,(1+a_e)\left(1+\tfrac32\alpha^2\right),\qquad x=\frac{m_e}{m_\mu}.
$$

This gives 4459.36 MHz, which is 3.94 MHz too low. The Breit term is worth only a few tenths of a MHz, so a slip there cannot be the reason. Have I misplaced a reduced mass? I took the cube and the coefficient 3/2 from my notes and cannot derive either, so I don't know which factor to distrust.

## Answer

Your reduced masses and your Breit coefficient are right. What is missing is the muon's own magnetic anomaly $a_\mu$. The interaction is a product of two magnetic moments, and you corrected one of them. Including $a_\mu$ does not land on 4463.3 MHz, however: it takes you from below that value to somewhat above it. Here is the derivation factor by factor, so that you can see what each one covers.

### The contact interaction

Let $e>0$, and treat both particles as pointlike with spin 1/2. Their moments are

$$
\boldsymbol\mu_e=-M_e\boldsymbol\sigma_e,\quad M_e=(1+a_e)\frac{e\hbar}{2m_e},\qquad
\boldsymbol\mu_\mu=+M_\mu\boldsymbol\sigma_\mu,\quad M_\mu=(1+a_\mu)\frac{e\hbar}{2m_\mu}.
$$

The signs follow the charges. The anomalies are taken as measured properties of the free particles.

With $\mathbf n=\mathbf r/r$, the muon moment produces the vector potential

$$
\mathbf A=\frac{\mu_0}{4\pi}\frac{\boldsymbol\mu_\mu\times\mathbf n}{r^2}.
$$

To find the field at the origin, integrate $\mathbf B=\nabla\times\mathbf A$ over a ball of radius $R$ and convert to a surface integral:

$$
\int\mathbf B\,d^3r=\oint\mathbf n\times\mathbf A\,dS
=\frac{\mu_0}{4\pi}\int\left[\boldsymbol\mu_\mu-\mathbf n(\mathbf n\cdot\boldsymbol\mu_\mu)\right]d\Omega
=\frac{2\mu_0}{3}\boldsymbol\mu_\mu .
$$

The factor $R^2$ in $dS$ cancelled the $1/R^2$ in $\mathbf A$, and the angular average of $n_in_j$ is $\delta_{ij}/3$. The result does not depend on $R$, so it comes from a term $\tfrac23\mu_0\boldsymbol\mu_\mu\,\delta(\mathbf r)$ in the field. Outside the origin the field is proportional to $3\mathbf n(\mathbf n\cdot\boldsymbol\mu_\mu)-\boldsymbol\mu_\mu$, whose angular average is zero. It therefore has no expectation value in a spherical state. The couplings of the spins to the orbital motion are proportional to $\mathbf L$ and vanish as well. For the 1s state this leaves

$$
H=-\boldsymbol\mu_e\cdot\mathbf B\;\to\;+\frac{2\mu_0}{3}M_eM_\mu\,\boldsymbol\sigma_e\cdot\boldsymbol\sigma_\mu\,\delta(\mathbf r).
$$

For total spin $F$, squaring $\boldsymbol\sigma_e+\boldsymbol\sigma_\mu$ gives $4F(F+1)=6+2\boldsymbol\sigma_e\cdot\boldsymbol\sigma_\mu$. Hence $\boldsymbol\sigma_e\cdot\boldsymbol\sigma_\mu=1$ for $F=1$ and $-3$ for $F=0$. The difference is 4, the triplet lies higher, and

$$
h\,\Delta\nu_{\rm contact}=\frac{8\mu_0}{3}M_eM_\mu|\psi(0)|^2. \tag{1}
$$

### Where the cube comes from

Use the relative coordinate $\mathbf r=\mathbf r_e-\mathbf r_\mu$ and the centre of mass $\mathbf R$. The chain rule gives

$$
\nabla_e=\nabla_r+\frac{m_e}{m_e+m_\mu}\nabla_R,\qquad
\nabla_\mu=-\nabla_r+\frac{m_\mu}{m_e+m_\mu}\nabla_R .
$$

In $\nabla_e^2/m_e+\nabla_\mu^2/m_\mu$ the cross terms cancel. The relative motion keeps the coefficient

$$
\frac1{m_r}=\frac1{m_e}+\frac1{m_\mu},\qquad m_r=\frac{m_e}{1+x}.
$$

For an atom at rest, insert $\psi=Ne^{-\kappa r}$ into the relative Schrödinger equation:

$$
-\frac{\hbar^2}{2m_r}\left(\kappa^2-\frac{2\kappa}{r}\right)-\frac{\alpha\hbar c}{r}=E .
$$

The $1/r$ terms must cancel, so $\kappa=m_rc\alpha/\hbar$. Normalization requires $4\pi N^2\int_0^\infty r^2e^{-2\kappa r}dr=\pi N^2/\kappa^3=1$, and therefore

$$
|\psi(0)|^2=\frac{\kappa^3}{\pi}=\frac1\pi\left(\frac{m_rc\alpha}{\hbar}\right)^3 .
$$

The cube is a density effect: the atom's length scale is proportional to $1/m_r$, and a density is an inverse volume. The masses inside $M_e$ and $M_\mu$ belong to the individual particles and stay as they are. If you also put $m_r$ into the electron's magneton, the Fermi frequency would rise by a factor $1+x$, which is about 21.5 MHz.

Now insert everything into (1). From $\alpha=e^2/(4\pi\varepsilon_0\hbar c)$ and $\mu_0\varepsilon_0c^2=1$ one has $\mu_0e^2=4\pi\alpha\hbar/c$. Then

$$
\begin{aligned}
h\,\Delta\nu_{\rm contact}
&=\frac{8\mu_0}{3}\,\frac{e^2\hbar^2}{4m_em_\mu}\,\frac{m_r^3c^3\alpha^3}{\pi\hbar^3}\,(1+a_e)(1+a_\mu)\\
&=\frac83\,\alpha^4c^2\,\frac{m_r^3}{m_em_\mu}\,(1+a_e)(1+a_\mu).
\end{aligned}
$$

Since $m_r^3/(m_em_\mu)=m_e\,x/(1+x)^3$, this is

$$
\Delta\nu_{\rm contact}=\nu_F(1+a_e)(1+a_\mu),\qquad
\nu_F=\frac83\alpha^4\frac{m_ec^2}{h}\frac{x}{(1+x)^3}. \tag{2}
$$

The two anomalies enter in the same way because the interaction is linear in each moment. Check the convention when you take a Fermi frequency from elsewhere: if it is defined with the actual muon moment, it already contains $1+a_\mu$, and the factor must not be applied again.

As $x\to0$ the interval vanishes in proportion to $x$, because a very heavy partner has a very small magneton. The reduced-mass factor tends to 1 in that limit.

### Where the Breit factor comes from

The Schrödinger density at the origin needs a relativistic correction. Take a Dirac electron in the field of a fixed point charge that carries a point dipole. In this section $\hbar=c=m_e=1$, the bold $\boldsymbol\alpha$ denotes the Dirac matrices, and the plain $\alpha$ is still the fine-structure constant.

Write the upper and lower two-component parts of the 1s state as

$$
u=\frac{f(r)}{\sqrt{4\pi}}\chi,\qquad
l=-\frac{i\,g(r)}{\sqrt{4\pi}}(\boldsymbol\sigma\cdot\mathbf n)\chi ,
$$

with a constant spinor $\chi$. The Dirac equation couples them through $\boldsymbol\sigma\cdot\mathbf p\,u=(E+1+\alpha/r)\,l$ and $\boldsymbol\sigma\cdot\mathbf p\,l=(E-1+\alpha/r)\,u$. With $\mathbf p=-i\nabla$, and because $g\mathbf n$ has divergence $g'+2g/r$ and no curl, these become

$$
f'=\left(E+1+\frac\alpha r\right)g,\qquad
-\left(g'+\frac{2g}{r}\right)=\left(E-1+\frac\alpha r\right)f .
$$

Try $f=Nr^{\gamma-1}e^{-\lambda r}$ and $g=-bf$. Matching the $1/r$ terms and the constants separately gives

$$
b\alpha=1-\gamma,\quad \lambda=b(1+E),\qquad
b(1+\gamma)=\alpha,\quad b\lambda=1-E .
$$

Multiplying the first relation by $1+\gamma$ and using the third gives $\alpha^2=1-\gamma^2$, so $\gamma=\sqrt{1-\alpha^2}$. Multiplying the first by the third gives $b^2\alpha(1+\gamma)=\alpha(1-\gamma)$, so $b^2=(1-\gamma)/(1+\gamma)$. The other two give $b^2=(1-E)/(1+E)$. Hence $E=\gamma$ and $\lambda=b(1+\gamma)=\alpha$.

The electron has charge $-e$, so $\mathbf p$ becomes $\mathbf p+e\mathbf A$ and the perturbation is $e\,\boldsymbol\alpha\cdot\mathbf A$. It connects $u$ with $l$. The spin algebra needed is

$$
\boldsymbol\sigma\cdot(\boldsymbol\mu_\mu\times\mathbf n)\;\boldsymbol\sigma\cdot\mathbf n
=i\,\boldsymbol\sigma\cdot\left[(\boldsymbol\mu_\mu\times\mathbf n)\times\mathbf n\right]
=i\,\boldsymbol\sigma\cdot\left[\mathbf n(\mathbf n\cdot\boldsymbol\mu_\mu)-\boldsymbol\mu_\mu\right],
$$

because the scalar part $(\boldsymbol\mu_\mu\times\mathbf n)\cdot\mathbf n$ is zero. The $i$ here and the $-i$ in $l$ multiply to $+1$. The angular average of the bracket is $-\tfrac23\boldsymbol\mu_\mu$, and the Hermitian conjugate term doubles the result. The volume element $r^2dr$ cancels the $1/r^2$ in $\mathbf A$, which leaves

$$
H_{\rm eff}=-\frac43\,e\,\frac{\mu_0}{4\pi}\,I\;\boldsymbol\sigma_e\cdot\boldsymbol\mu_\mu,\qquad
I=\int_0^\infty fg\,dr . \tag{3}
$$

The norm condition $\int r^2(f^2+g^2)\,dr=1$ contains $1+b^2=2/(1+\gamma)$. Solving it for $N^2$ and inserting that into $I=-b\int f^2dr$ gives

$$
\begin{aligned}
I&=-\frac{b(1+\gamma)}{2}\,
\frac{\int_0^\infty r^{2\gamma-2}e^{-2\alpha r}dr}{\int_0^\infty r^{2\gamma}e^{-2\alpha r}dr}
=-\frac\alpha2\,(2\alpha)^2\,\frac{\Gamma(2\gamma-1)}{\Gamma(2\gamma+1)}\\
&=-\frac{\alpha^3}{\gamma(2\gamma-1)} ,
\end{aligned}
$$

where the last step uses $\Gamma(2\gamma+1)=2\gamma(2\gamma-1)\Gamma(2\gamma-1)$.

For weak coupling $I\to-\alpha^3$, and (3) becomes $\mu_0e\alpha^3\,\boldsymbol\sigma_e\cdot\boldsymbol\mu_\mu/(3\pi)$. The contact interaction with $M_e=e/2$ and $|\psi(0)|^2=\alpha^3/\pi$ gives the same expression, so sign and prefactor agree. The relativistic factor is thus $1/[\gamma(2\gamma-1)]$. To expand it, use $\gamma=1-\alpha^2/2-\alpha^4/8-\dots$:

$$
\gamma(2\gamma-1)=2(1-\alpha^2)-\gamma=1-\frac32\alpha^2+\frac18\alpha^4+\dots,
$$

$$
\frac1{\gamma(2\gamma-1)}=1+\frac32\alpha^2+\left(\frac94-\frac18\right)\alpha^4+\dots
=1+\frac32\alpha^2+\frac{17}{8}\alpha^4+\dots
$$

This is your 3/2. As a numerical test, the hyperfine matrix was built from the four-component state and $\mathbf A$ and then diagonalized. Its splitting follows the closed form at the physical $\alpha$ and also at couplings 0.2 and 0.5, where the first correction alone would not suffice. At the physical $\alpha$ the extracted coefficient is 1.50011, and the excess over 1.5 is what the next term, $17\alpha^2/8$, supplies.

The closed form has a limit of its own. Near the origin the integrand of $I$ behaves as $r^{2\gamma-2}$, so the integral converges only for $\gamma>1/2$, that is, for a coupling below $\sqrt3/2$. Beyond that a point dipole can no longer be treated this way. Muonium is very far from this limit.

### Putting the factors together

The working formula is

$$
\Delta\nu\simeq\nu_F(1+a_\mu)(1+a_e)\left(1+\frac32\alpha^2\right). \tag{4}
$$

Writing it as a product is a convenience. The Breit factor was derived for a fixed dipole and an electron without an anomaly, so the cross terms are not established by this derivation. As they appear in the product, they are too small to matter here: $\tfrac32\alpha^2a_e\nu_F$ is 0.0004 MHz, and the product of the Breit term with the reduced-mass correction is about 0.005 MHz in size.

The inputs are $\alpha=0.0072973526$, $x=0.004836332$, $m_ec^2/h=1.23558997\times10^{14}$ MHz, $a_e=0.001159652$ and $a_\mu=0.001165921$. Start without anomalies, using the bare muon magneton $e\hbar/(2m_\mu)$, and put $m_e$ in place of $m_r$ in the density:

$$
\frac83\alpha^4\frac{m_ec^2}{h}x=4518.773\ \text{MHz}.
$$

Then apply the factors in turn:

- Reduced-mass cube: $4518.773\times0.98563022=4453.839$ MHz, a change of $-64.934$ MHz. This is $\nu_F$.
- Muon anomaly: $4453.839\times1.001165921=4459.032$ MHz, a change of $+5.193$ MHz.
- Electron anomaly: $4459.032\times1.001159652=4464.203$ MHz, a change of $+5.171$ MHz.
- Breit factor: $4464.203\times1.000079877=4464.559$ MHz, a change of $+0.357$ MHz.

The third decimal is kept to make the arithmetic traceable; each step was computed from unrounded values, so the last digit can differ by one from the product of the rounded numbers shown. The effects left out (see below) are of order 1 MHz, so as a prediction the result is about 4465 MHz, or about 18.5 μeV (4464.559 MHz itself corresponds to 18.46 μeV).

### Reading the comparison

Your value was 3.94 MHz below 4463.3 MHz. The complete product (4) is 1.26 MHz above it, a gap of 282 parts per million of the comparison value. The reason for including $a_\mu$ is that the muon's moment contains it; the smaller gap is not the argument.

The remaining gap is more than three times the whole Breit correction, so this comparison cannot serve as a test of the coefficient 3/2. That coefficient rests on the Dirac calculation above.

Equation (4) leaves out two kinds of effect that can matter at this level. Their sizes can be estimated by counting powers:

- The anomaly was taken from a free electron. Binding modifies the radiative correction, which costs one factor $\alpha$ for the virtual photon and one for the binding field. Vacuum polarization, which alters both the Coulomb and the magnetic interaction at short distance and is not part of the anomaly, enters at the same order; by itself it adds about $\tfrac34\alpha^2\nu_F=0.18$ MHz. The natural size of this group is $\alpha^2\nu_F=0.24$ MHz.
- The muon recoils when further photons are exchanged, which the reduced mass does not cover. One more exchange costs $\alpha$, the effect should fade as $x\to0$, and the wide range between the two masses can bring in a logarithm. The natural size is $\alpha x\ln(1/x)\,\nu_F=0.84$ MHz.

These are estimates of scale, without signs or numerical coefficients. They show that a gap of order 1 MHz is plausible for formula (4). This derivation does not show that they close it. The leading terms known from the literature, quoted here and not derived, are $\alpha^2(\ln2-\tfrac52)\,\nu_F(1+a_\mu)=-0.43$ MHz for the radiative group and $-\tfrac{3\alpha}{\pi}\,\tfrac{x}{1-x^2}\ln(1/x)\,\nu_F=-0.80$ MHz for recoil; together they reduce the gap from 1.26 MHz to about 0.03 MHz.

One caution about what the agreement means: the adjusted value of the muon mass draws partly on muonium measurements. This dependence matters when theory and experiment are compared at the level of kHz. It does not affect a gap of 1.26 MHz: values of the mass ratio obtained without the hyperfine theory shift $\nu_F$ by only a few kHz. The numerical output below lists the intermediate values.

## Computed results

```
Fine-structure constant alpha: 0.0072973526 (dimensionless)
Mass ratio x = m_e/m_mu: 0.004836332 (dimensionless)
Inverse mass ratio: 206.76828 (dimensionless)
Electron rest frequency m_e c^2/h: 1.23558997e+14 MHz
Electron anomaly a_e: 0.001159652 (dimensionless)
Muon anomaly a_mu: 0.001165921 (dimensionless)
Interval with m_r replaced by m_e: 4518.773 MHz
Reduced-mass factor (1+x)^-3: 0.98563022 (dimensionless)
Change from reduced-mass cube: -64.934 MHz
Fermi frequency nu_F: 4453.839 MHz
Change from muon anomaly: 5.193 MHz
After muon anomaly: 4459.032 MHz
Change from electron anomaly: 5.171 MHz
After both anomalies: 4464.203 MHz
Contact Hamiltonian diagonalized: 4464.203 MHz
Breit factor 1+3 alpha^2/2: 1.000079877 (dimensionless)
Dirac factor by quadrature: 1.000079883 (dimensionless)
Numerical alpha^2 coefficient: 1.50011 (dimensionless)
Change from Breit factor: 0.357 MHz
Final interval: 4464.559 MHz
Final interval as energy: 18.46393 micro-eV
Comparison value: 4463.3 MHz
Final minus comparison: 1.26 MHz
Relative gap: 282 ppm
Result without muon anomaly: 4459.360 MHz
That result minus comparison: -3.94 MHz
Size alpha^2 nu_F: 0.24 MHz
Size alpha x ln(1/x) nu_F: 0.84 MHz
Cross term 3 alpha^2 a_e nu_F/2: 0.00041 MHz
```
